# Spin-orbit matrices of an effective core potential in a real basis, part 2

We study the spin-orbit matrix elements of a semilocal effective core potential (ECP) at the origin between real functions, and their effect on the energy levels. The algebra is in atomic units; the model uses eV and Å. With $\boldsymbol\Lambda=\mathbf r\times\nabla$, $\mathbf l=-i\boldsymbol\Lambda$, $\mathbf s=\boldsymbol\sigma/2$ (standard Pauli matrices) and $\mathbf j=\mathbf l+\mathbf s$, the ECP is

$$V=\sum_{l}\sum_{j=l\pm1/2}V_{lj}(r)\,\mathcal P_{lj},$$

where $\mathcal P_{lj}$ projects on the joint eigenspace of $\mathbf l^2$ and $\mathbf j^2$, $\mathcal P_l$ projects on angular momentum $l$, and the $V_{lj}$ are real. With $V_\pm=V_{l,l\pm1/2}$,

$$V=\sum_l\bar V_l\,\mathcal P_l+\sum_{l\ge1}U_l\,\mathcal P_l\,(\mathbf l\cdot\mathbf s)\,\mathcal P_l,$$

$$\bar V_l=\frac{(l+1)V_++l\,V_-}{2l+1},\qquad U_l=\frac{2(V_+-V_-)}{2l+1}.$$

For real spatial functions $\chi_1,\dots,\chi_n$, ordered as all $\chi_\mu\alpha$, then all $\chi_\mu\beta$, with the spin factor first in Kronecker products,

$$H=1\otimes h+\tfrac12\sum_k\sigma_k\otimes W^k,\qquad W^k_{\mu\nu}=\Big\langle\chi_\mu\Big|\sum_lU_l\mathcal P_l\,l_k\,\mathcal P_l\Big|\chi_\nu\Big\rangle,$$

where $h$ holds the kinetic energy, real local potentials and the $\bar V_l$ terms. The first derivation, using real harmonics $Z_{lm}$ and a partial integration, gave a real symmetric $h$ and

$$W^k_{\mu\nu}=-iA^k_{\mu\nu},\qquad A^k_{\mu\nu}=\sum_l\int_0^\infty r^2U_l(r)\sum_{mm'}f_{\mu,lm}\,\Lambda^{k,l}_{mm'}\,f_{\nu,lm'}\,dr.$$

Here $f_{\mu,lm}(r)=\int Z_{lm}\chi_\mu\,d\Omega$, and $\Lambda^{k,l}_{mm'}=\int Z_{lm}\Lambda_kZ_{lm'}\,d\Omega$ is real and antisymmetric. Antisymmetry of $A^k$ needs real $\chi_\mu$ but not real $U_l$; real $U_l$ makes $A^k$ real.

The model has $V_{lj}=c_{lj}e^{-\gamma r^2}$, $\gamma=1$ Å$^{-2}$, with $c=4.0$ eV for $s_{1/2}$, $1.5$ and $3.0$ eV for $p_{1/2}$ and $p_{3/2}$, $0.5$ and $1.0$ eV for $d_{3/2}$ and $d_{5/2}$. Then $U_l=u_le^{-\gamma r^2}$ with $u_1=1.0$ and $u_2=0.2$ eV; the $\bar V_l$ amplitudes are $4.0$, $2.5$ and $0.8$ eV. The five basis functions are Gaussians: $p_x,p_y,p_z$ at the origin (exponent $\alpha=0.5$ Å$^{-2}$) and $s_B$, $s_C$ (exponent $\beta=0.5$ Å$^{-2}$) at $\mathbf B=(1.5,0,0)$ and $\mathbf C=(-0.6,1.2,1.2)$ Å, with $B=1.5$ Å, $C=1.8$ Å and $\hat{\mathbf B}\cdot\hat{\mathbf C}=-1/3$. Gaussian wells of exponent $0.5$ Å$^{-2}$ and depths $-40$, $-20$, $-20$ eV lie at the origin, $\mathbf B$ and $\mathbf C$. The energies and shifts hold only in this small basis.

**Assembly.** The sum $\sum_k\sigma_k\otimes W^k$ has blocks $W^z$, $W^x-iW^y$, $W^x+iW^y$, $-W^z$. Substituting $W^k=-iA^k$, with $-i\cdot(-i)=-1$ and $+i\cdot(-i)=+1$,

$$H=\begin{pmatrix}h-\tfrac i2A^z&-\tfrac12(A^y+iA^x)\\[2pt]\tfrac12(A^y-iA^x)&h+\tfrac i2A^z\end{pmatrix}.$$

Because $h$ and $A^k$ are real, inspection gives $H^{\beta\beta}=(H^{\alpha\alpha})^*$ and $-(H^{\alpha\beta})^*=\tfrac12(A^y-iA^x)=H^{\beta\alpha}$. The block $H^{\alpha\beta}$ is antisymmetric. Equivalently $H=1\otimes h+\tfrac12\sum_k(-i\sigma_k)\otimes A^k$. The matrices $-i\sigma_k$ square to $-1$ and satisfy $(-i\sigma_x)(-i\sigma_y)=-\sigma_x\sigma_y=-i\sigma_z$, so they are the quaternion units, and $H$ is an $n\times n$ matrix of quaternions with real components $h,\tfrac12A^x,\tfrac12A^y,\tfrac12A^z$. It holds $n(n+1)/2+3n(n-1)/2=n(2n-1)$ independent real numbers, 45 for $n=5$, against $(2n)^2=100$ for a general Hermitian matrix.

**Closed forms for the model.** Three tools are needed. First, for a fixed unit vector $\mathbf n$ and $t=\mathbf r\cdot\mathbf n/r$, $\nabla t=\mathbf n/r-\mathbf r\,(\mathbf r\cdot\mathbf n)/r^3$, the second term drops out of the cross product, and $\boldsymbol\Lambda g(t)=g'(t)\,\hat{\mathbf r}\times\mathbf n$. Second, the kernel of $\mathcal P_l$ is invariant under rotations, so it depends only on $\hat{\mathbf r}\cdot\mathbf n$; as a function of $\hat{\mathbf r}$ it has angular momentum $l$ and is axially symmetric about $\mathbf n$, so it is proportional to the Legendre polynomial $P_l$; its trace is $2l+1$ and $P_l(1)=1$, so it equals $\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\mathbf n)$. Therefore $\int P_l(\hat{\mathbf r}\cdot\mathbf n)\,g_l\,d\Omega=\frac{4\pi}{2l+1}g_l(\mathbf n)$ for any $g_l$ of angular momentum $l$. Third, the Legendre expansion $e^{zt}=\sum_l(2l+1)\,i_l(z)P_l(t)$ has coefficients $i_l(z)=\tfrac12\int_{-1}^1e^{zt}P_l(t)\,dt$, the modified spherical Bessel functions. Expanding $|\mathbf r-\mathbf B|^2=r^2+B^2-2rB\,\hat{\mathbf r}\cdot\hat{\mathbf B}$,

$$s_B=N_se^{-\beta(r^2+B^2)}\sum_l(2l+1)\,i_l(2\beta rB)\,P_l(\hat{\mathbf r}\cdot\hat{\mathbf B}).$$

The function $p_a=N_p\,r\,\hat r_a\,e^{-\alpha r^2}$ is pure $l=1$. The normalizations are $N_s=(2\beta/\pi)^{3/4}=0.42378$ Å$^{-3/2}$ and $N_p=2\sqrt\alpha\,(2\alpha/\pi)^{3/4}=0.59931$ Å$^{-5/2}$.

For two $p$ functions, the first tool gives $\Lambda_k\hat r_b=(\hat{\mathbf r}\times\mathbf e_b)_k=\sum_c\epsilon_{kcb}\hat r_c$. The integral $\int\hat r_a\hat r_c\,d\Omega$ is an isotropic tensor of trace $4\pi$, hence $\frac{4\pi}3\delta_{ac}$, and the normalized angular matrix is $\epsilon_{kab}$. The radial average of $e^{-\gamma r^2}$ is a ratio of integrals $\int r^4e^{-qr^2}dr\propto q^{-5/2}$, so

$$A^k_{ab}=\zeta\,\epsilon_{kab},\qquad\zeta=u_1\Big(\frac{2\alpha}{2\alpha+\gamma}\Big)^{5/2}=1.0\times0.5^{5/2}=0.17678\text{ eV},$$

or $0.006496$ hartree. In particular $W^z_{xy}=-i\zeta$.

For $p_a$ and $s_B$ only the term $3\,i_1\,\hat{\mathbf r}\cdot\hat{\mathbf B}$ survives. Now $\Lambda_k(\hat{\mathbf r}\cdot\hat{\mathbf B})=\sum_{cb}\epsilon_{kcb}\hat r_c\hat B_b$, and the angular integral with $\hat r_a$ contributes $3\cdot\frac{4\pi}{3}=4\pi$:

$$A^k_{aB}=\eta_B\sum_b\epsilon_{kab}\hat B_b,\qquad\eta_B=4\pi N_pN_s\int_0^\infty U_1\,r^3e^{-\alpha r^2-\beta(r^2+B^2)}\,i_1(2\beta rB)\,dr.$$

The integrals are $\eta_B=0.08064$ eV and $\eta_C=0.06676$ eV. With $\hat{\mathbf C}=(-\tfrac13,\tfrac23,\tfrac23)$, $A^x_{yC}=\eta_C\epsilon_{xyz}\hat C_z=0.06676\times\tfrac23=0.04451$ eV and $A^y_{zC}=\eta_C\epsilon_{yzx}\hat C_x=-0.02225$ eV. With $\hat{\mathbf B}$ along $x$, $A^x_{aB}=0$ for all $a$, since rotation about the axis through $\mathbf B$ leaves $s_B$ unchanged.

For $s_B$ and $s_C$, $g_l=\Lambda_kP_l(\hat{\mathbf r}\cdot\hat{\mathbf C})=P_l'(\hat{\mathbf r}\cdot\hat{\mathbf C})(\hat{\mathbf r}\times\hat{\mathbf C})_k$ still has angular momentum $l$, because $\Lambda_k$ commutes with $\mathbf l^2$. The second tool evaluates it at $\hat{\mathbf B}$, and the factors combine to $(2l+1)^2\cdot\frac{4\pi}{2l+1}=4\pi(2l+1)$:

$$\mathbf A_{BC}=\sum_l\kappa_l\,P_l'(\hat{\mathbf B}\cdot\hat{\mathbf C})\;\hat{\mathbf B}\times\hat{\mathbf C},$$

$$\kappa_l=4\pi(2l+1)N_s^2\int_0^\infty U_l\,r^2e^{-\beta(2r^2+B^2+C^2)}\,i_l(2\beta rB)\,i_l(2\beta rC)\,dr.$$

The cross product displays the antisymmetry, and it vanishes when $\mathbf B$, $\mathbf C$ and the ECP centre are collinear. Here $P_1'=1$, $P_2'=3\cdot(-\tfrac13)=-1$, $\kappa_1=0.031865$ eV and $\kappa_2=0.001416$ eV, so the prefactor is $0.030449$ eV. Multiplying by $\hat{\mathbf B}\times\hat{\mathbf C}=(0,-\tfrac23,\tfrac23)$ gives $\mathbf A_{BC}=(0,-0.02030,0.02030)$ eV. Two $s$ functions, neither carrying angular momentum about its own site, are coupled because each has $p$ and $d$ components about the ECP centre.

The program builds the matrix of $V$ from the definition, with complex spinor harmonics, Clebsch–Gordan coefficients and the $V_{lj}$, and tests it against the real assembly and the closed forms. The largest absolute differences between matrix elements are $2\times10^{-15}$ eV and $4\times10^{-16}$ eV. The comparison with the real assembly is repeated for a basis of off-centre $s$, $p$ and $d$ functions without spatial symmetry, with a difference of $2\times10^{-15}$ eV.

## Second derivation: time reversal and Hermiticity

**The operator.** Let $K$ be complex conjugation of the two components of a spinor function, and $\Theta=u_0K$ with the real orthogonal matrix

$$u_0=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad\Theta\begin{pmatrix}\psi_\alpha\\\psi_\beta\end{pmatrix}=\begin{pmatrix}-\psi_\beta^*\\\psi_\alpha^*\end{pmatrix}.$$

Applying it twice gives $\Theta^2=u_0^2=-1$. It is antiunitary, $\langle\Theta\phi|\Theta\psi\rangle=\langle\phi|\psi\rangle^*$, because $u_0^Tu_0=1$ leaves only the conjugation.

**$V$ commutes with $\Theta$.** Since $\boldsymbol\Lambda$ has real coefficients, $K(-i\boldsymbol\Lambda)K=+i\boldsymbol\Lambda$ and $\Theta\mathbf l\Theta^{-1}=-\mathbf l$. For the spin, $u_0^{-1}=u_0^T=i\sigma_y$, so $u_0\sigma_k^*u_0^T=\sigma_y\sigma_k^*\sigma_y$. The matrices $\sigma_x$ and $\sigma_z$ are real and anticommute with $\sigma_y$, which gives $-\sigma_x$ and $-\sigma_z$; $\sigma_y^*=-\sigma_y$ commutes with $\sigma_y$, which gives $-\sigma_y$. Thus $\mathbf l$, $\mathbf s$ and $\mathbf j$ change sign, and $\mathbf l^2$ and $\mathbf j^2$ commute with $\Theta$. Their eigenvalues are real, so $\Theta$ maps each $(l,j)$ eigenspace into itself. Writing $\psi=\sum_{lj}\psi_{lj}$, the $(l,j)$ component of $\Theta\psi$ is $\Theta\psi_{lj}$, which means $\mathcal P_{lj}\Theta=\Theta\mathcal P_{lj}$. Hence $\Theta V\Theta^{-1}=\sum V_{lj}^*\mathcal P_{lj}=V$ for real $V_{lj}$. The kinetic energy and real local potentials are real spin-free operators and commute with $\Theta$ too. Call the total operator $\hat H$.

**The matrix condition.** For real $\chi_\mu$, conjugation does nothing to the basis function $\phi_{\mu s}=\chi_\mu|s\rangle$, and $\Theta\phi_{\mu s}=\sum_t\phi_{\mu t}(u_0)_{ts}$. With $u=u_0\otimes1$,

$$H^*_{\mu s,\nu s'}=\langle\Theta\phi_{\mu s}|\Theta\hat H\phi_{\nu s'}\rangle=\langle\Theta\phi_{\mu s}|\hat H\,\Theta\phi_{\nu s'}\rangle=(u^THu)_{\mu s,\nu s'},$$

so $uH^*u^T=H$. Multiplying out the blocks,

$$uH^*u^T=\begin{pmatrix}H^{\beta\beta*}&-H^{\beta\alpha*}\\-H^{\alpha\beta*}&H^{\alpha\alpha*}\end{pmatrix},$$

which reproduces $H^{\beta\beta}=H^{\alpha\alpha*}$ and $H^{\beta\alpha}=-H^{\alpha\beta*}$.

**The spatial parts.** The four matrices $1,\sigma_k$ are a basis of the $2\times2$ matrices with $\operatorname{tr}\sigma_k\sigma_l=2\delta_{kl}$ and $\operatorname{tr}\sigma_k=0$. Any $2n\times2n$ matrix therefore has a unique form $1\otimes h+\tfrac12\sum_k\sigma_k\otimes W^k$, with $h=\tfrac12\operatorname{tr}_sH$ and $W^k=\operatorname{tr}_s(\sigma_kH)$, the traces running over spin only. By uniqueness these are the $h$ and $W^k$ defined above. Then

$$uH^*u^T=1\otimes h^*-\tfrac12\sum_k\sigma_k\otimes W^{k*},\qquad H^\dagger=1\otimes h^\dagger+\tfrac12\sum_k\sigma_k\otimes W^{k\dagger}.$$

Equating each to $H$ component by component gives $h^*=h=h^\dagger$ and $W^{k*}=-W^k$, $W^{k\dagger}=W^k$. So $h$ is real symmetric, $W^k$ is imaginary, and $(W^k)^T=(W^{k\dagger})^*=W^{k*}=-W^k$. The steps reverse: a Hermitian matrix is even under time reversal exactly when it has this form. Equating $uH^*u^T$ to $-H$ instead gives the odd part, with imaginary antisymmetric $h$ and real symmetric $W^k$. For both parts of a random Hermitian matrix the program tests whether $h$ and $W^k$ are real or imaginary as stated, and the symmetry of $W^k$.

**Kramers pairs.** Let $S_2=1\otimes S$ with the real overlap matrix $S$, and $Hc=ES_2c$ with $E$ real. Conjugate, multiply by $u$ and insert $u^Tu=1$: $(uH^*u^T)(uc^*)=E\,(uS_2u^T)(uc^*)$, that is $H\bar c=ES_2\bar c$ for $\bar c=uc^*$. In the product $\langle a|b\rangle=a^\dagger S_2b$ antiunitarity reads $\langle\bar a|\bar b\rangle=\langle b|a\rangle$. Taking $a=c$, $b=\bar c$ and $\bar{\bar c}=-c$ gives $-\langle\bar c|c\rangle=\langle\bar c|c\rangle$, so the partner is orthogonal to $c$. If $d$ is a further eigenvector orthogonal to $c$ and $\bar c$, then $\langle\bar d|\bar c\rangle=\langle c|d\rangle=0$ and $\langle\bar d|c\rangle=-\langle\bar d|\bar{\bar c}\rangle=-\langle\bar c|d\rangle=0$. The eigenspace splits into pairs and has even dimension. The pairing is tested in the model and in the basis without spatial symmetry, where no point-group argument could produce it.

## What each derivation assumes

Both need real basis functions and the fact that $\mathbf r\times\nabla$ has real coefficients. The first also uses the explicit semilocal form, and in return it gives the formula for $A^k$ and the values above. It separates the two properties: antisymmetry from $\Lambda$, imaginarity from real $U_l$. The second uses only $\Theta\hat H=\hat H\Theta$ and $\hat H^\dagger=\hat H$. It gives no values, but it applies to any one-electron operator with these two properties. An example is $\boldsymbol\sigma\cdot(\nabla v\times\mathbf p)$ with a real nonspherical $v$, where $\boldsymbol\sigma$ and $\mathbf p$ both change sign. A mean-field operator is covered only if it commutes with $\Theta$, which is an additional condition on the occupied spinors. Removing one assumption at a time shows what rests on it; the program tests the three cases.

*Complex radial potential.* Adding $0.3i$ eV to $c_{p3/2}$ makes the potential non-Hermitian (with the time dependence $e^{-iEt/\hbar}$ this sign describes a source, and an absorbing potential has the opposite sign) and adds $2(0.3i)/3=0.2i$ eV to $u_1$. The first derivation says that $W^k$ stays antisymmetric and gains a real part, $-i\cdot0.2i\cdot0.17678\,\epsilon_{kab}=0.03536\,\epsilon_{kab}$ eV in the $p$ block, the printed maximum. The second derivation loses both premises, but their combination survives: $\Theta V^\dagger\Theta^{-1}=\sum(V_{lj}^*)^*\mathcal P_{lj}=V$. In matrix form this is $uH^Tu^T=H$, and since $\sigma_k^T=\sigma_k^*$ it yields $(W^k)^T=-W^k$ and $h^T=h$, with no condition on the real or imaginary character of either.

*Complex basis.* For $p_{\pm1}=\mp(p_x\pm ip_y)/\sqrt2$ and $p_0=p_z$, the functions are eigenfunctions of $l_z$, and $W^z=\operatorname{diag}(0.17678,0,-0.17678)$ eV is real and diagonal. The operator still commutes with $\Theta$, but $p_{+1}^*=-p_{-1}$, so $\Theta$ also permutes the spatial functions and $uH^*u^T=H$ fails. The spectrum, including its pairing, is unchanged, because the span is the same. For Bloch sums $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\chi_\mu(\mathbf r-\mathbf R)$ of real orbitals over the lattice vectors $\mathbf R$, conjugation sends $\mathbf k$ to $-\mathbf k$, so $\Theta$ relates the matrix at $\mathbf k$ to the one at $-\mathbf k$. With these phases the two are the same matrix when $-\mathbf k$ is equivalent to $\mathbf k$.

*Spin polarization.* A term $\sigma_z\,b\,e^{-0.5r^2}$ ($r$ in Å) with $b=0.1$ eV adds a real symmetric matrix to $W^z$. The first derivation remains true for the ECP term but no longer describes all of $H$. The second identifies the new term as odd under $\Theta$. The lowest pair splits by $0.054$ eV.

## The size of the level shifts

Let $c_n$ be the real eigenvectors of $hc=ESc$, normalized to $c_m^TSc_n=\delta_{mn}$, with energies $E_n$, and $A^k_{mn}=c_m^TA^kc_n=-A^k_{nm}$. For a spatially nondegenerate level 0 the first-order spin block is $-\tfrac i2\sum_k\sigma_kA^k_{00}=0$, because a number equal to its own negative vanishes. This is the quenching of orbital angular momentum. The second-order block is

$$\sum_{n\ne0}\frac{\tfrac14\sum_{kl}\sigma_k\sigma_l\,(-i)^2A^k_{0n}A^l_{n0}}{E_0-E_n}=\tfrac14\sum_{n\ne0}\frac{\sum_{kl}\sigma_k\sigma_l\,A^k_{0n}A^l_{0n}}{E_0-E_n},$$

where the sign from $(-i)^2$ cancels the sign from $A^l_{n0}=-A^l_{0n}$. The product $A^k_{0n}A^l_{0n}$ is symmetric in $k,l$, so only $\tfrac12\{\sigma_k,\sigma_l\}=\delta_{kl}$ contributes, and both members of the pair shift by

$$E^{(2)}_0=\frac14\sum_{n\ne0}\frac{\sum_k(A^k_{0n})^2}{E_0-E_n}.$$

For the lowest level, at $-17.146$ eV, the four terms are $0.006006/(4\times-2.7875)=-0.000539$, $0.007370/(4\times-6.7047)=-0.000275$, $0.000116/(4\times-7.6345)=-0.000004$ and $0.001981/(4\times-12.694)=-0.000039$ eV. Their unrounded sum is $-0.000856$ eV, against the exact shift $-0.000872$ eV ($-3.2\times10^{-5}$ hartree). The difference is 2% of the exact shift. Finite differences in a coupling strength multiplying the spin-orbit term confirm, for all five levels, the vanishing linear coefficient and the quadratic coefficient $E^{(2)}$, so the remainder is of third and higher order; these orders were not computed separately.

The largest shifts belong to levels 2 and 3, the closest pair, at $-10.442$ and $-9.512$ eV: $-0.00483$ and $+0.00714$ eV. For level 2, $E^{(2)}=-0.00505$ eV deviates by 5% of the exact shift. Level 2 is $(p_y-p_z)/\sqrt2$, perpendicular to the plane of the three centres: its overlap and $h$ elements with $p_x$, $s_B$ and $s_C$ cancel in the printed matrices, and its energy is $h_{yy}-h_{yz}=-11.6247+1.1831=-10.4416$ eV. The five exact shifts add to $-0.000872-0.002163-0.004827+0.007140+0.000722=0.000000$ eV. The sum of all eigenvalues is $\operatorname{tr}(S_2^{-1}H)$, and the spin-orbit contribution $\tfrac12\sum_k\operatorname{tr}\sigma_k\operatorname{tr}(S^{-1}W^k)$ is zero, so the centre of gravity of the spectrum is fixed in any finite basis of spatial functions each taken with both spins.

The quenching argument used spatial nondegeneracy; inside a degenerate level, nonzero off-diagonal elements of $A^k$ act in first order. In the isolated $p$ shell, with the ECP term alone, $W^k=\zeta\,l_k$ and the perturbation is $\zeta\,\mathbf l\cdot\mathbf s$, with eigenvalues $\zeta/2$ (fourfold) and $-\zeta$ (twofold). The mean $2.5\times0.17678=0.44194$ eV goes to $0.44194+0.08839=0.5303$ eV and $0.44194-0.17678=0.2652$ eV, which are the averages of $V_{p3/2}$ and $V_{p1/2}$. The splitting $3\zeta/2=0.2652$ eV is first order, since the off-diagonal elements $\zeta\epsilon_{kab}$ act inside the degenerate level. It equals the $j=\tfrac12$ energy only because the model has $c_{p3/2}=2c_{p1/2}$.

## Real wave functions and quantum Monte Carlo

A real wave function is not automatically blind to spin-orbit coupling. For a spinor with real coefficient vectors $a$ ($\alpha$) and $b$ ($\beta$), the $A^z$ terms vanish by antisymmetry and the off-diagonal blocks give

$$-\tfrac12a^TA^yb-\tfrac i2a^TA^xb+\tfrac12b^TA^ya-\tfrac i2b^TA^xa=-a^TA^yb,$$

since $b^TA^ka=-a^TA^kb$ cancels the $x$ terms and doubles the $y$ term. The product of the imaginary $\sigma_y$ and the imaginary $W^y$ is real. For $(p_z\alpha+p_x\beta)/\sqrt2$ the value is $-\tfrac12A^y_{zx}=-\zeta/2=-0.08839$ eV. The special role of $y$ comes from the convention for the Pauli matrices.

The same holds for many electrons in the representation by positions and $s_z$ labels. The $x$ and $z$ terms are imaginary Hermitian operators, hence $i$ times real antisymmetric ones, and have zero expectation value in any real function. The $y$ term changes the total spin projection by one unit, so it has zero expectation value in an eigenstate of $S_z$. A real trial function with fixed numbers of $\alpha$ and $\beta$ electrons thus has no variational spin-orbit energy at all. The $x$ term also changes the spin projection by one unit, so at fixed $S_z$ even a complex function sees only the $z$ term; seeing the $x$ or $y$ term requires mixing different $S_z$. To respond to the $x$ and $z$ terms a trial function must be complex in this representation, and a projector method that uses the trial function as a constraint then fixes its phase, as in the fixed-phase approximation, in place of the nodes of a real function.

## Calculated quantities

```
c_lj s1/2 p1/2 p3/2 d3/2 d5/2 (eV): 4.0 1.5 3.0 0.5 1.0
exponents gamma 1.0, alpha 0.5, beta 0.5, well 0.5 (1/A^2)
well depths A B C (eV): -40.0 -20.0 -20.0
B (A):    1.5    0.0    0.0  |B| 1.500;  C (A):   -0.6    1.2    1.2  |C| 1.800
cos(B,C) -0.33333; Bhat x Chat:    0.00000   -0.66667    0.66667
hbar^2/2m = 3.80998 eV A^2
Vbar amplitude s p d (eV):    4.000    2.500    0.800
U amplitude p d (eV):    1.000    0.200
N_p 0.59931 A^-5/2, N_s 0.42378 A^-3/2, (2a/(2a+g))^2.5 = 0.17678
zeta = 0.17678 eV = 0.006496 hartree
eta_B 0.08064 eV, eta_C 0.06676 eV
kappa_1 0.031865 eV, kappa_2 0.001416 eV, P2' -1.0000
kappa_1 + P2' kappa_2 = 0.030449 eV
S px:    1.0000    0.0000    0.0000    0.6043   -0.1887
S py:    0.0000    1.0000    0.0000    0.0000    0.3775
S pz:    0.0000    0.0000    1.0000    0.0000    0.3775
S sB:    0.6043    0.0000    0.0000    1.0000    0.1616
S sC:   -0.1887    0.3775    0.3775    0.1616    1.0000
h px (eV):  -13.3086    0.5915    0.5915  -10.4312    2.3630
h py (eV):    0.5915  -11.6247   -1.1831   -0.7318   -6.5555
h pz (eV):    0.5915   -1.1831  -11.6247   -0.7318   -6.5555
h sB (eV):  -10.4312   -0.7318   -0.7318  -16.0388   -4.5369
h sC (eV):    2.3630   -6.5555   -6.5555   -4.5369  -13.3126
Ax px (eV):    0.00000    0.00000    0.00000    0.00000    0.00000
Ax py (eV):    0.00000    0.00000    0.17678    0.00000    0.04451
Ax pz (eV):    0.00000   -0.17678    0.00000    0.00000   -0.04451
Ax sB (eV):    0.00000    0.00000    0.00000    0.00000    0.00000
Ay px (eV):    0.00000    0.00000   -0.17678    0.00000   -0.04451
Ay py (eV):    0.00000    0.00000    0.00000    0.00000    0.00000
Ay pz (eV):    0.17678    0.00000    0.00000    0.08064   -0.02225
Ay sB (eV):    0.00000    0.00000   -0.08064    0.00000   -0.02030
Az px (eV):    0.00000    0.17678    0.00000    0.00000    0.04451
Az py (eV):   -0.17678    0.00000    0.00000   -0.08064    0.02225
Az pz (eV):    0.00000    0.00000    0.00000    0.00000    0.00000
Az sB (eV):    0.00000    0.08064    0.00000    0.00000    0.02030
level 0: scalar -17.14627, pair -17.14714 -17.14714, shift -0.000872, E2 -0.000856 eV
level 1: scalar -14.35875, pair -14.36091 -14.36091, shift -0.002163, E2 -0.002142 eV
level 2: scalar -10.44161, pair -10.44644 -10.44644, shift -0.004827, E2 -0.005052 eV
level 3: scalar -9.51174, pair -9.50460 -9.50460, shift 0.007140, E2 0.007317 eV
level 4: scalar -4.45227, pair -4.45155 -4.45155, shift 0.000722, E2 0.000733 eV
level 0 orbital coefficients:    0.0596    0.1302    0.1302    0.7771    0.3771
level 0, sum_k (A_0n)^2, n=1..4 (eV^2):    0.006006    0.007370    0.000116    0.001981
level 0, E0-En (eV):   -2.7875   -6.7047   -7.6345  -12.6940
level 0, E2 terms (eV):   -0.000539   -0.000275   -0.000004   -0.000039
level 0 shift -0.000872 eV = -3.205e-05 hartree
p shell: mean 0.44194, j=1/2 0.26517, j=3/2 0.53033 eV
p shell splitting 0.26517 eV
real spinor (pz a + px b)/sqrt2: <V_SO> = -0.08839 eV
complex p+1 p0 p-1: diag Wz (eV):    0.17678    0.00000   -0.17678
Im c_p3/2 = 0.3 eV: max |Re W| = 0.03536 eV
sigma_z term 0.1 eV on A: lowest pair splits by 0.05361 eV
example max |Re W| 6e-17 eV; definition - closed form 4e-16 eV
definition - assembly: example 2e-15, general basis 2e-15 eV
```
